# Stability limit and structure factor of a symmetric diblock melt: verification in Python

```python
# Result under test: in the random-phase approximation a symmetric, monodisperse,
# incompressible Gaussian diblock melt has N/S(q) = F(x) - 2 chi N with
#   F(x) = 2 x^2 / (x + 4 exp(-x/2) - exp(-x) - 3),  x = (q Rg)^2,  Rg^2 = N b^2/6,
# and S first diverges at chi N = min(F)/2 = 10.495, q Rg = 1.946.
# N: segments per chain, b: statistical length, v: segment volume,
# chi: interaction parameter per segment volume, psi = phi_A - 1/2.
# Also sized: fluctuations (self-consistent Hartree level), dispersity,
# composition error and discreteness of the chain.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm, eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import gamma


def D(x):
    return x + 4*np.exp(-x/2) - np.exp(-x) - 3


def F(x):
    return 2*x**2/D(x)


def G(x):
    return x*(1 - np.exp(-x/2))**2 - 2*D(x)


def bead_matrix(x, f=0.5, beads=400):
    """Ideal-chain correlations S_ij/N by explicit sums over bead pairs."""
    i = np.arange(beads)
    pair = np.exp(-x*np.abs(i[:, None] - i[None, :])/beads)/beads**2
    k = int(round(f*beads))
    ab = pair[:k, k:].sum()
    return np.array([[pair[:k, :k].sum(), ab], [ab, pair[k:, k:].sum()]])


def bead_F(x, f=0.5, beads=400):
    s = bead_matrix(x, f, beads)
    return s.sum()/np.linalg.det(s)


def find_min(func):
    r = minimize_scalar(func, bounds=(1.0, 8.0), method='bounded',
                        options={'xatol': 1e-7})
    return r.x, r.fun


# --- Gaussian pair average and radius of gyration ---
q_t, L_t = 1.3, 1.7
dens = lambda r: 4*np.pi*r**2*(3/(2*np.pi*L_t**2))**1.5*np.exp(-1.5*(r/L_t)**2)
avg = quad(lambda r: dens(r)*np.sinc(q_t*r/np.pi), 0, 15*L_t, limit=200)[0]
assert abs(avg - np.exp(-q_t**2*L_t**2/6)) < 1e-8
idx = np.arange(400)
rg2 = np.abs(idx[:, None] - idx[None, :]).sum()/(2*400**2)
assert abs(rg2/(400/6) - 1) < 1e-4

# --- Block correlations and F against explicit sums; limits ---
for x in (0.8, 2.5, 3.8, 9.0):
    s = bead_matrix(x)
    u = np.exp(-x/2)
    assert abs(s[0, 0] - 2*(x/2 + u - 1)/x**2) < 1e-4
    assert abs(s[0, 1] - (1 - u)**2/x**2) < 1e-4
    assert abs(bead_F(x)/F(x) - 1) < 1e-3
assert abs(bead_F(0.01)*0.01/24 - 1) < 0.01
assert abs(F(2000.0)/4000.0 - 1) < 0.01

# --- Response matrix with finite and with very large bulk modulus ---
x_t, chiN_t = 2.5, 7.0
target = 1/(F(x_t) - 2*chiN_t)
for kappa in (3.0, 50.0, 1e6):
    inter = np.array([[kappa, kappa + chiN_t], [kappa + chiN_t, kappa]])
    full = np.linalg.inv(np.linalg.inv(bead_matrix(x_t)) + inter)
    diff = np.array([0.5, -0.5])
    assert abs(diff @ full @ diff/target - 1) < 1e-3
assert abs(full[0, 0]/target - 1) < 1e-3 and abs(full.sum()) < 1e-4

# --- The minimum: unique zero of G, compared with direct search on sums ---
x_star = brentq(G, 2*np.log(2), 20, xtol=1e-13)
y_star = np.sqrt(x_star)
F_min = F(x_star)
chiN_s = F_min/2
xb, Fb = find_min(bead_F)
assert abs(xb - x_star) < 0.01 and abs(Fb/F_min - 1) < 1e-3
assert abs(chiN_s - 2*x_star/(1 - np.exp(-x_star/2))**2) < 1e-9
assert abs(chiN_s - 10.495) < 6e-4 and abs(y_star - 1.95) < 5e-3
grid = np.linspace(0.05, 60, 6000)
assert np.count_nonzero(np.diff(np.sign(G(grid)))) == 1
for xg in (0.7, 2*np.log(2), 3.0):
    ug, e = np.exp(-xg/2), 1e-3
    second = (G(xg + e) - 2*G(xg) + G(xg - e))/e**2
    assert abs(second - xg*ug*(2*ug - 1)/2) < 1e-5

# --- Chains in a periodic field, from propagators in a cosine basis ---
M = 8
theta = 2*np.pi*np.arange(64)/64
basis = np.array([np.ones(64)] + [np.sqrt(2)*np.cos(n*theta) for n in range(1, M)])
C1 = basis @ np.diag(np.cos(theta)) @ basis.T/64
C2 = basis @ np.diag(np.cos(2*theta)) @ basis.T/64
one = np.eye(M)[0]
gl_x, gl_w = np.polynomial.legendre.leggauss(40)
s_nodes, s_weights = 0.25*(gl_x + 1), 0.25*gl_w


def chain_in_field(x, h, p):
    """Fields -(h/2)cos on A, +(h/2)cos on B, pressure p cos2 on both.
    Returns first and second harmonic of phi_A, and the partition function."""
    kin = x*np.diag(np.arange(M)**2.0)
    HA, HB = kin - h/2*C1 + p*C2, kin + h/2*C1 + p*C2
    ev, V = eigh(HA)
    tail = expm(-HB/2) @ one
    Q = one @ expm(-HA/2) @ tail
    left = V @ (np.exp(-np.outer(ev, s_nodes))*(V.T @ one)[:, None])
    right = V @ (np.exp(-np.outer(ev, 0.5 - s_nodes))*(V.T @ tail)[:, None])
    first = 2*np.sum(s_weights*np.sum(left*(C1 @ right), axis=0))/Q
    second = 2*np.sum(s_weights*np.sum(left*(C2 @ right), axis=0))/Q
    return first, second, Q


def incompressible_response(x, h):
    p = brentq(lambda z: chain_in_field(x, h, z)[1], -5*h*h, 5*h*h, xtol=1e-15)
    first, _, Q = chain_in_field(x, h, p)
    return first, Q


for x in (1.5, x_star, 7.0):
    amp, _ = incompressible_response(x, 0.01)
    assert abs(0.01/amp - F(x)) < 1e-3

# Quartic coefficient: h = F A + lam A^3/8 for psi = A cos(q* r)
h0 = 0.4
A0, Q0 = incompressible_response(x_star, h0)
lam = 8*(h0/A0 - F_min)/A0**2
quartic_energy = -np.log(Q0) + h0*A0/2 - F_min*A0**2/4
assert abs(quartic_energy/(lam*A0**4/64) - 1) < 0.02

# --- Shell of soft wavevectors: curvature and mean-square fluctuation ---
step = 1e-3
c = (F((y_star + step)**2) - 2*F_min + F((y_star - step)**2))/(2*step**2)
u = np.exp(-x_star/2)
G_slope = x_star*u*(1 - u) - (1 - u)**2
F_second = -2*G_slope/x_star**3*(D(x_star)/x_star**2)**-2
assert abs(c/(2*x_star*F_second) - 1) < 1e-4
r1, r2 = 1e-4, 4e-4
integrand = lambda y: y*y*(1/(F(y*y) - F_min + r1) - 1/(F(y*y) - F_min + r2))
edges = [0.05, y_star - 0.1, y_star, y_star + 0.1, 40]
whole = sum(quad(integrand, a, z, limit=400)[0] for a, z in zip(edges, edges[1:]))
shell = np.pi*y_star**2/np.sqrt(c)*(r1**-0.5 - r2**-0.5)
assert abs(whole/shell - 1) < 0.01


# --- Ordering point; rho = r/(lam B)^(2/3), t = 2(chiN_s - chiN)/(lam B)^(2/3) ---
def rho_dis(t, m=0.0):
    return brentq(lambda z: z - t - 0.5/np.sqrt(z) - m/4, 1e-6, 50)


def rho_lam(t):
    return brentq(lambda z: z + t + 0.5/np.sqrt(z), 0.25**(2/3), 10)


def balance(t):
    a, d = rho_lam(t), rho_dis(t)
    return a*a + d*d - np.sqrt(a) + np.sqrt(d)


t_odt = brentq(balance, -1.9, -1.195)
work = quad(lambda m: rho_dis(t_odt, m) - m/8, 0, 8*rho_lam(t_odt))[0]
assert abs(work) < 1e-6
B_unit = 6**1.5*y_star**2/(2*np.pi*np.sqrt(c))   # B times sqrt(Nbar)
shift_coef = -t_odt/2*(lam*B_unit)**(2/3)        # shift times Nbar^(1/3)

# --- Worked example ---
chi, b, v, N_short = 0.04, 0.70, 0.15, 240
Rg = lambda n: b*np.sqrt(n/6)
period = lambda n: 2*np.pi*Rg(n)/y_star
Nbar = lambda n: n*b**6/v**2
N_s = chiN_s/chi
tau = 2*(chiN_s - chi*N_short)
peak_rpa = 1/tau
assert abs(1/(bead_F(x_star, beads=N_short) - 2*chi*N_short)/peak_rpa - 1) < 0.01
B_short = v*N_short/Rg(N_short)**3*y_star**2/(2*np.pi*np.sqrt(c))
assert abs(B_short*np.sqrt(Nbar(N_short))/B_unit - 1) < 1e-9
r_short = brentq(lambda r: r - tau - lam*B_short/(2*np.sqrt(r)), 1e-6, 1e3)
B_s = B_unit/np.sqrt(Nbar(N_s))
r_at_s = (lam*B_s/2)**(2/3)
N_odt = brentq(lambda n: chi*n - chiN_s - shift_coef*Nbar(n)**(-1/3), N_s, 20*N_s)
assert N_odt > N_s

# --- Dispersity of independent blocks (gamma-distributed lengths) ---
disp = 1.10
shape = 1/(disp - 1)
E_disp = lambda x: (1 + x/(2*shape))**(-shape)
num = quad(lambda z: gamma.pdf(z, shape, scale=1/shape)*np.exp(-1.9*z), 0, 8)[0]
assert abs(num - E_disp(3.8)) < 1e-7
x_d, F_d = find_min(lambda x: 2*x*x/(x + 2*E_disp(x) - 2 - (1 - E_disp(x))**2))
x_f, F_f = find_min(lambda x: bead_F(x, f=0.45))
x_n, F_n = find_min(lambda x: bead_F(x, beads=262))

print(f"x* = (q* Rg)^2                          : {x_star:.5f}")
print(f"q* Rg                                   : {y_star:.4f}")
print(f"minimum of F                            : {F_min:.4f}")
print(f"chi N at divergence                     : {chiN_s:.4f}")
print(f"chi N at minimum from 400-bead sums     : {Fb/2:.4f}")
print(f"period / Rg                             : {2*np.pi/y_star:.4f}")
for xv in (1.0, 2.0, 6.0, 10.0):
    print(f"F at x = {xv:4.1f}                           : {F(xv):.3f}")
for cn in (0.0, 5.0, 9.0, 10.0, 10.4):
    print(f"S(q*)/N at chi N = {cn:4.1f}                 : {1/(F_min-2*cn):.4f}")
print(f"curvature c of N/S in q Rg              : {c:.3f}")
print(f"quartic coefficient lambda              : {lam:.1f}")
print(f"B * Nbar^(1/2)                          : {B_unit:.3f}")
print(f"scaled ordering point t                 : {t_odt:.4f}")
print(f"ordering shift of chi N * Nbar^(1/3)    : {shift_coef:.2f}")
print(f"example: chi                            : {chi:.3f}")
print(f"example: b                              : {b:.2f} nm")
print(f"example: v                              : {v:.2f} nm^3")
print(f"mean-field shortest chain N_s           : {N_s:.1f} segments")
print(f"Rg at N_s                               : {Rg(N_s):.2f} nm")
print(f"q* at N_s                               : {y_star/Rg(N_s):.4f} nm^-1")
print(f"period at N_s                           : {period(N_s):.2f} nm")
print(f"half-pitch at N_s                       : {period(N_s)/2:.2f} nm")
print(f"short chain N                           : {N_short} segments")
print(f"short chain chi N                       : {chi*N_short:.2f}")
print(f"short chain Rg                          : {Rg(N_short):.3f} nm")
print(f"short chain 2 pi/q*                     : {period(N_short):.2f} nm")
print(f"short chain S(q*)/N, RPA                : {peak_rpa:.3f}")
print(f"short chain S(q*)/N, Hartree            : {1/r_short:.3f}")
print(f"Nbar at N_s                             : {Nbar(N_s):.0f}")
print(f"S(q*)/N at N_s, Hartree (RPA: infinite) : {1/r_at_s:.3f}")
print(f"shortest ordering chain, Hartree        : {N_odt:.0f} segments")
print(f"chi N at ordering, Hartree              : {chi*N_odt:.2f}")
print(f"period at ordering, Hartree             : {period(N_odt):.2f} nm")
print(f"half-pitch at ordering, Hartree         : {period(N_odt)/2:.2f} nm")
print(f"block dispersity assumed                : {disp:.2f}")
print(f"chi N at divergence, disperse blocks    : {F_d/2:.3f}")
print(f"q* Rg, disperse blocks (mean-N Rg)      : {np.sqrt(x_d):.3f}")
print(f"chi N at divergence, A fraction 0.45    : {F_f/2:.3f}")
print(f"q* Rg, A fraction 0.45                  : {np.sqrt(x_f):.3f}")
print(f"chi N at divergence, 262 discrete beads : {F_n/2:.4f}")
print("all assertions hold")
```

It prints:

```
x* = (q* Rg)^2                          : 3.78524
q* Rg                                   : 1.9456
minimum of F                            : 20.9897
chi N at divergence                     : 10.4949
chi N at minimum from 400-bead sums     : 10.4945
period / Rg                             : 3.2295
F at x =  1.0                           : 34.339
F at x =  2.0                           : 23.797
F at x =  6.0                           : 22.523
F at x = 10.0                           : 28.462
S(q*)/N at chi N =  0.0                 : 0.0476
S(q*)/N at chi N =  5.0                 : 0.0910
S(q*)/N at chi N =  9.0                 : 0.3345
S(q*)/N at chi N = 10.0                 : 1.0104
S(q*)/N at chi N = 10.4                 : 5.2705
curvature c of N/S in q Rg              : 7.286
quartic coefficient lambda              : 156.7
B * Nbar^(1/2)                          : 3.280
scaled ordering point t                 : -1.2793
ordering shift of chi N * Nbar^(1/3)    : 41.05
example: chi                            : 0.040
example: b                              : 0.70 nm
example: v                              : 0.15 nm^3
mean-field shortest chain N_s           : 262.4 segments
Rg at N_s                               : 4.63 nm
q* at N_s                               : 0.4203 nm^-1
period at N_s                           : 14.95 nm
half-pitch at N_s                       : 7.47 nm
short chain N                           : 240 segments
short chain chi N                       : 9.60
short chain Rg                          : 4.427 nm
short chain 2 pi/q*                     : 14.30 nm
short chain S(q*)/N, RPA                : 0.559
short chain S(q*)/N, Hartree            : 0.199
Nbar at N_s                             : 1372
S(q*)/N at N_s, Hartree (RPA: infinite) : 0.275
shortest ordering chain, Hartree        : 347 segments
chi N at ordering, Hartree              : 13.86
period at ordering, Hartree             : 17.18 nm
half-pitch at ordering, Hartree         : 8.59 nm
block dispersity assumed                : 1.10
chi N at divergence, disperse blocks    : 9.700
q* Rg, disperse blocks (mean-N Rg)      : 1.758
chi N at divergence, A fraction 0.45    : 10.697
q* Rg, A fraction 0.45                  : 1.949
chi N at divergence, 262 discrete beads : 10.4940
all assertions hold
```
